Oxygen pressure and electron density in an oxide doped by vacancies, part 1

(Sections cited here and not found follow in the second part.)

**First half: from the oxygen gas to the electron density**

An insulating oxide is annealed at a fixed temperature T in a gas that contains oxygen at partial pressure p. Oxygen atoms leave the crystal and join the gas as O₂ molecules. Each atom that leaves creates a vacancy and leaves behind the two electrons that it held as an O²⁻ ion. If both electrons go to the conduction band, the vacancy is doubly ionized and carries charge +2e relative to the perfect crystal. The problem is to find how the density of conduction electrons depends on p, and where the answer stops being true.

Densities are in cm⁻³, energies in eV and pressures in Torr, except where SI units are named. Boltzmann's constant is k. The symbols are:

- n, density of conduction electrons;
- c, density of doubly ionized vacancies;
- N_O, density of oxygen sites;
- E_c, conduction-band edge, and E_F, Fermi level;
- η = (E_F − E_c)/kT, the Fermi level measured from the band edge in units of kT;
- E, the energy needed to make one doubly ionized vacancy when both electrons are placed at the band edge and the oxygen atom becomes half of an O₂ molecule in its ground state.

The crystal is in equilibrium with the gas throughout the first half. The vacancies are dilute, do not interact and form no complexes. Holes, dopants and vacancies in other charge states are left out until the second half.

**(a) Find the chemical potential of an oxygen atom in the gas as a function of p.**

*Solution.* Take L molecules in a volume V_g. The partition function of one molecule is its translational part times its internal part,

z = (V_g/Λ³) z_int, with Λ = h/√(2πm₂kT),

where m₂ is the mass of the molecule. The internal part has three factors:

z_int = 3 × T/(2θ) × 1/[1 − exp(−ω/kT)].

The 3 counts the spin states of the triplet ground state. The last factor is the geometric sum over vibrational levels of spacing ω, with energy counted from the lowest one. The middle factor is the rotational sum. The levels lie at kθJ(J+1), with θ = ħ²/(2Ik) and I the moment of inertia. The two identical spinless nuclei allow odd J alone, so that half of the terms occur. For T ≫ θ the sum becomes half of an integral:

Σ_odd (2J+1) exp[−θJ(J+1)/T] ≈ ½ ∫₀^∞ exp(−θu/T) du = T/(2θ), with u = J(J+1).

The molecules are identical, so the gas has the free energy

F(L) = −kT ln(z^L/L!) = −kT (L ln z − ln L!).

The chemical potential is the cost of one more molecule at fixed volume:

μ(O₂) = F(L+1) − F(L) = −kT [ln z − ln(L+1)] ≈ kT ln(L/z).

The ideal-gas law gives L/V_g = p/kT, hence

μ(O₂) = kT ln[pΛ³/(kT z_int)].

A molecule supplies two atoms, so equilibrium between molecules and atoms requires 2μ_O = μ(O₂). With p expressed in Torr,

μ_O = μ° + ½ kT ln p,

where μ° is the value at 1 Torr and depends on temperature alone. The zero of μ_O is half of a ground-state molecule, the same reference as in E. The factor ½ has one origin: oxygen leaves the crystal as atoms and is counted in the gas as pairs.

**(b) Find the equilibrium density of doubly ionized vacancies for a given Fermi level.**

*Solution.* Making one vacancy costs E when the electrons sit at the band edge and the oxygen is at the zero of μ_O. Two corrections follow. The atom joins the real gas, which adds μ_O. The electrons join a reservoir at E_F instead of E_c, which adds 2(E_F − E_c) = 2ηkT. The total cost is

g = E + μ_O + 2ηkT.

Let M vacancies be spread over N_s equivalent sites. The number of arrangements is N_s!/[M!(N_s − M)!], and the part of the free energy that depends on M is

Ω(M) = Mg − kT ln{N_s!/[M!(N_s − M)!]}.

For large numbers, d ln M!/dM ≈ ln M. The minimum therefore obeys

0 = dΩ/dM = g + kT ln M − kT ln(N_s − M),

or

M/(N_s − M) = exp(−g/kT).

When few sites are empty, N_s − M ≈ N_s. Division by the crystal volume gives

c = N_O exp[−(E + μ_O)/kT − 2η].

A lower oxygen pressure makes μ_O more negative and vacancies cheaper. A higher Fermi level makes them more expensive, because each one must put two electrons into the reservoir.

The doubly ionized vacancy has no unpaired electron and receives no spin factor. The change of lattice vibrations around it is neglected. If that change contributes an entropy S_v, then E is replaced by E − TS_v. This alters c at a given temperature but brings in no pressure.

**(c) Find the density of conduction electrons for the same Fermi level. Does an anisotropic mass matter?**

*Solution.* Near its minimum the band has the energy

ε(k) = E_c + ħ²k_x²/(2m_x) + ħ²k_y²/(2m_y) + ħ²k_z²/(2m_z).

With two spin states,

n = 2 ∫ d³k/(2π)³ f(ε), f = 1/{1 + exp[(ε − E_F)/kT]}.

If the Fermi level lies several kT below the band edge, the exponential in the denominator is much larger than 1 for every state of the band, and f ≈ exp[−(ε − E_F)/kT]. This is the non-degenerate regime. The integral splits into three Gaussians such as

∫ dk_x exp[−ħ²k_x²/(2m_x kT)] = √(2πm_x kT)/ħ.

Their product, times 2/(2π)³, gives

n = N_c exp(η), N_c = 2 [m kT/(2πħ²)]^(3/2), m = (m_x m_y m_z)^(1/3).

Anisotropy enters through the geometric mean of the three masses and nowhere else. Several equivalent minima multiply N_c by their number, which can be absorbed in an effective density-of-states mass. None of this touches the factor exp(η), and that factor is all that the pressure dependence will need from the band.

**(d) Eliminate the Fermi level, impose charge neutrality, and find how n depends on p. What would change if each vacancy gave up q electrons instead of two?**

*Solution.* From (c), exp(−2η) = (N_c/n)². Inserting this in the result of (b) and multiplying by n² gives

c n² = N_O N_c² exp[−(E + μ_O)/kT].

The Fermi level has dropped out. From (a),

exp(−μ_O/kT) = exp(−μ°/kT) exp(−½ ln p) = exp(−μ°/kT) p^(−1/2).

Therefore

c n² p^(1/2) = K, K = N_O N_c² exp[−(E + μ°)/kT].

K depends on temperature and material but not on pressure. This is the mass-action law for the reaction in which an oxygen ion becomes a vacancy, two electrons and half an O₂ molecule.

It is one equation for two unknowns. Neutrality is the second: each vacancy carries +2e and each electron −e, so that n = 2c. With c = n/2,

½ n³ = K p^(−1/2),

n = (2K)^(1/3) p^(−1/6).

Neutrality by itself says that n and c are proportional and contains no pressure. The exponent needs three ingredients. The paired oxygen in the gas gives the ½. The two electrons per vacancy give the factor n². Neutrality turns c into a third factor of n. The cube root of p^(−1/2) is then p^(−1/6).

The weak dependence has a physical cause. Every new vacancy raises the electron density, which lifts the Fermi level and makes the next vacancy more expensive. Doubling n requires p to fall by a factor 2⁶ = 64. The law compares samples at one temperature; if T changes along with p, K changes too.

If all vacancies give up q electrons, the same steps lead to c n^q = K_q p^(−1/2) and n = qc. Then

n^(q+1) = q K_q p^(−1/2),

and the exponent is −1/[2(q+1)]. It is −1/6 for q = 2 and −1/4 for q = 1. A measured exponent of −1/4 does not prove that vacancies are singly ionized, however, as part (g) will show.

**(e) Obtain the same law by counting arrangements in a closed neutral crystal, without using a Fermi level.**

*Solution.* Let the crystal exchange oxygen with the gas but no charge with anything. If it contains M vacancies, it must contain 2M conduction electrons. Represent the band by G single-electron states, all at the band edge. The statistical weight of M vacancies is the number of ways to place them, times the number of ways to place the electrons, times a Boltzmann factor:

W(M) = {N_s!/[M!(N_s − M)!]} × {G!/[(2M)!(G − 2M)!]} × exp[−M(E + μ_O)/kT].

The most probable M is where W stops growing, so that W(M+1)/W(M) = 1. Written out, the ratio is

[(N_s − M)/(M+1)] × [(G − 2M)(G − 2M − 1)]/[(2M+1)(2M+2)] × exp[−(E + μ_O)/kT].

For 1 ≪ M ≪ N_s and 2M ≪ G, setting it to 1 gives

M (2M)² = N_s G² exp[−(E + μ_O)/kT].

Division by the cube of the crystal volume reproduces c n² of part (d), with G per volume in the place of N_c. The replacement is justified for dilute electrons. The ratio W(M+1)/W(M) needs only the factor by which the weight grows when one electron is added to ν others. In flat levels this factor is (G − ν)/(ν + 1) ≈ G/ν. In a real band of a crystal of volume V, a single electron has the partition function N_c V, and for dilute electrons the factor is N_c V/ν, which has the same form.

The sum over M was also evaluated numerically, with 2 × 10⁷ sites, 8 × 10⁷ levels and a formation cost for which the formula predicts 4000 vacancies. The mean number agreed with 4000 to within one part in a thousand. Changing the pressure by a factor of ten around this point gave an exponent of −0.1667. The same count with one electron per vacancy gave −0.2500. The pressure law thus follows from counting neutral configurations; the Fermi level is a convenient way to organize that count.

**(f) Evaluate n for an anneal at 1300 K and an oxygen pressure of 10⁻¹² Torr, and check the assumptions made so far.**

*Solution.* The parameters are round, rough typical values in the regime of strontium titanate: N_O = 5.0 × 10²² cm⁻³, E = 5.8 eV and an electron mass of 5.0 free-electron masses. The O₂ molecule has a bond length of about 1.2 Å and a vibrational quantum of about 0.20 eV. Here this low pressure is taken to be the equilibrium oxygen pressure of a reacting gas mixture, which can supply and absorb oxygen while holding μ_O fixed.

At 1300 K, kT = 0.1120 eV. The result of (a) gives μ° = −1.856 eV at 1 Torr. At the anneal pressure, ln p = −27.63 and

μ_O = −1.856 + ½ × 0.1120 × (−27.63) ≈ −3.40 eV.

The gas thus pays more than half of the 5.8 eV. From (c), N_c = 2.53 × 10²¹ cm⁻³, and the mass-action constant is

K = 5.0 × 10²² × (2.53 × 10²¹)² × exp[−(5.8 − 1.856)/0.1120] ≈ 1.64 × 10⁵⁰ cm⁻⁹ Torr^(1/2).

With p^(−1/2) = 10⁶ Torr^(−1/2),

n = (2 × 1.64 × 10⁵⁰ × 10⁶)^(1/3) ≈ 6.9 × 10¹⁸ cm⁻³,

or 6.9 × 10²⁴ m⁻³. The vacancy density is half of this, 3.4 × 10¹⁸ cm⁻³. The Fermi level follows from n = N_c exp(η):

E_F − E_c = 0.1120 × ln(2.72 × 10⁻³) ≈ −0.66 eV.

The fraction of empty oxygen sites is 6.9 × 10⁻⁵, which justifies N_s − M ≈ N_s. The ratio n/N_c is 2.7 × 10⁻³, so the electrons are non-degenerate.

The absolute value of n is much less certain than its pressure dependence. Since K contains exp(−E/kT) and n contains K^(1/3), lowering E by 0.1 eV multiplies n by exp[0.1/(3 × 0.1120)] ≈ 1.35. The exponent does not change. An absolute density from this model deserves one significant figure at best; further digits serve here to compare one version of the model with another.

**Second half: where the law bends**

The first half gave, for doubly ionized vacancies of density c that supply all conduction electrons,

c n² p^(1/2) = K and n = 2c, hence n = (2K)^(1/3) p^(−1/6).

Here n is the electron density, p the oxygen pressure and K a constant at fixed temperature T. The Fermi level is described by η = (E_F − E_c)/kT, with n = N_c exp(η) for non-degenerate electrons, and c ∝ p^(−1/2) exp(−2η). The example has T = 1300 K, kT = 0.1120 eV, p = 10⁻¹² Torr, N_c = 2.53 × 10²¹ cm⁻³ and an ideal electron density n₀ = 6.9 × 10¹⁸ cm⁻³. The mixture of charges is now made more realistic.

**(g) Add holes, acceptors, singly ionized vacancies and electron degeneracy. Find the local exponent d ln n/d ln p and its limiting values.**

*Solution.* Write c₂ for the doubly ionized vacancies, c₁ for the singly ionized ones, h for the holes and A for the net density of ionized acceptors. A is fixed, and a negative A describes donors. Neutrality reads

n + A = h + 2c₂ + c₁.

Neutral vacancies carry no charge and, while dilute, have no influence on n.

A singly ionized vacancy is a doubly ionized one that has bound an electron at a depth D below the band edge. Taking that electron from the reservoir changes the energy by (E_c − D) − E_F = −D − ηkT. The bound electron has two spin states, so

c₁/c₂ = 2 exp(η + D/kT).

Since c₂ ∝ p^(−1/2) exp(−2η), it follows that c₁ ∝ p^(−1/2) exp(−η). The holes are taken as non-degenerate, with h ∝ exp(−η).

For the electrons define s = d ln n/dη. In the non-degenerate regime s = 1. In general df/dη = f(1 − f), so s is the ratio of the integral of f(1 − f) over the band to the integral of f. It is therefore smaller than 1, and becomes small when most of the occupied states are full.

Now change ln p by dx at fixed T and A. The terms of the neutrality condition change as follows:

dn = s n dη, dh = −h dη,

d(2c₂) = 2c₂(−½dx − 2dη), dc₁ = c₁(−½dx − dη).

The two sides must change equally:

s n dη = −h dη − c₂dx − 4c₂dη − ½c₁dx − c₁dη.

Collecting the terms in dη on the left,

(s n + h + 4c₂ + c₁) dη = −½(2c₂ + c₁) dx.

Since d ln n = s dη,

d ln n/d ln p = −s(2c₂ + c₁)/[2(s n + h + 4c₂ + c₁)].

The weights 4 and 1 are squares of charges. One power of the charge measures how much a species contributes to neutrality, the other how strongly its density responds to the Fermi level.

The limits are:

- *Ideal case*, s = 1, n = 2c₂ and nothing else: −2c₂/[2(2c₂ + 4c₂)] = −1/6.
- *Singly ionized vacancies dominate*, n = c₁: −c₁/[2(c₁ + c₁)] = −1/4.
- *Acceptors dominate*, 2c₂ ≈ A ≫ n, h: −2c₂/(2 × 4c₂) = −1/4. The acceptors fix the vacancy density, and c n² p^(1/2) = K with constant c gives n ∝ p^(−1/4).
- *Donors dominate*: n is fixed, the vacancy terms are small beside it, and the exponent tends to 0.
- *Degenerate electrons*, n = 2c₂ and s < 1: −s/[2(s + 2)], which is weaker than −1/6.

The second and third cases share an exponent although their vacancies have different charges. An exponent of −1/4 measured near one pressure therefore cannot tell them apart. A wide range of pressure can, as long as the electrons stay non-degenerate: towards lower pressure the exponent moves from −1/4 to −1/6 if acceptors are the cause, and from −1/6 to −1/4 if singly ionized vacancies are. The first statement requires A to be well below ½N_c exp(−D/kT), so that n overtakes A before the vacancies bind electrons. Otherwise singly ionized vacancies take over the compensation of the acceptors, and the exponent first becomes steeper than −1/4: for c₁ ≈ A ≫ n, c₂ the formula gives −c₁/(2c₁) = −1/2.

Direct solutions of the neutrality condition at 1300 K and 10⁻¹² Torr bear this out. With 10²¹ cm⁻³ acceptors the exponent was −0.2499, and with 10²⁰ cm⁻³ donors it was −0.00016. For degeneracy, an artificial case with an electron mass of 0.3 free-electron masses, a formation energy of 4.0 eV and a pressure of 10⁻¹³ Torr gave −0.113.

This part has derived the ideal law n ∝ p^(−1/6) and a formula for the local exponent when acceptors or donors, singly ionized vacancies, holes and electron degeneracy are included. It remains to find how large these effects are in the example, to estimate the mutual attraction of the charges, and to see what survives rapid cooling and how the law applies to real strontium titanate.

Numbers in the example were calculated in double precision.
